# Discretization Error of the Multiband Berry Phase from Overlap Determinants, part 2

The Berry phase \(\phi\) of \(J\) bands, separated by gaps from all others on the string \(\mathbf k(s)=\mathbf k_\perp+s\mathbf G\) (\(\mathbf G\) a primitive reciprocal vector), is computed from overlaps of the periodic functions \(u\) in \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), eigenfunctions of \(H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\) with energies \(\varepsilon\). Inner products cover one cell, a prime means \(d/ds\), and phases are in radians, compared modulo \(2\pi\). A frame is \(J\) orthonormal functions spanning the group; \(P(s)=\sum_n|u_n\rangle\langle u_n|\) and \(E=e^{-i\mathbf G\cdot\mathbf r}\).

On the mesh \(s_j=s_0+j/N\), with \(P_j=P(s_j)\), \(M^{(j)}_{mn}=\langle u_m(s_j)|u_n(s_{j+1})\rangle\) and closure \(u(s_N)=E\,u(s_0)\),

\[
\phi_N=-\,\mathrm{Im}\ln\prod_{j=0}^{N-1}\det M^{(j)} .\tag{1}
\]

The product \(Z_N\) of determinants is gauge invariant. For \(J=2\), the diagonal product \(M_{11}M_{22}\) differs in phase from \(\det M\) only through the non-unitary part of \(M\), increasingly so for strongly mixed frames.

In a smooth frame with \(u(s+1)=E\,u(s)\),

\[
\phi=\int_{0}^{1}\mathrm{Tr}\,A\,ds,\qquad A_{mn}=i\langle u_m|u_n'\rangle,\tag{2}
\]

\[
P(s+1)=E\,P(s)\,E^\dagger .\tag{3}
\]

Displacing the crystal by \(\mathbf r_0\) gives

\[
\phi_N\to\phi_N+J\,\mathbf G\cdot\mathbf r_0 .\tag{4}
\]

\[
Z_N=\det\,\langle u(s_0)|P_1P_2\cdots P_{N-1}E|u(s_0)\rangle ,\tag{5}
\]

For \(n\) inside and \(\mu\) outside the group,

\[
\langle\mu|P'|n\rangle=\frac{\langle\mu|H'|n\rangle}{\varepsilon_n-\varepsilon_\mu}.\tag{7}
\]

The parallel-transport frame, \(\tilde u'=P'\tilde u\), with \(\tilde u_n(s+1)=E\,\tilde u_n(s)e^{i\theta_n}\), obeys

\[
\langle\tilde u_m|\tilde u_n'\rangle=\langle\tilde u_m|PP'P|\tilde u_n\rangle=0,\tag{8}
\]

and yields a smooth periodic frame:

\[
u_n(s)=\tilde u_n(s)\,e^{-i\theta_n(s-s_0)} .\tag{9}
\]

\[
\phi=\sum_n\theta_n,\qquad \det W=e^{i\phi},\tag{10}
\]

where \(\tilde u(s_0+1)=E\,\tilde u(s_0)\,W\). With \(B_{pq}=\langle\tilde u^{(p)}|\tilde u^{(q)}\rangle\) (derivative orders \(p,q\)),

\[
B_{02}=B_{20}=-B_{11},\qquad B_{03}=-B_{21}-2B_{12}.\tag{13}
\]

Let \(\tilde M\) be the overlap in the frame \(\tilde u\), and \(\tau(s)=\mathrm{Im}\,\mathrm{Tr}\,[P\,P'\,P'']=\sum_n\tau_ne^{2\pi ins}\). The excess of a link, the left side of (12), is given by (14) for length \(h\) and midpoint \(s\):

\[
-\mathrm{Im}\ln\det M^{(j)}-\int_{s_j}^{s_{j+1}}\mathrm{Tr}A\,ds=-\mathrm{Im}\ln\det\tilde M^{(j)} .\tag{12}
\]

\[
-\mathrm{Im}\ln\det\tilde M=\frac{h^3}{6}\,\tau(s)+O(h^5).\tag{14}
\]

Summing links,

\[
\phi_N=\phi+\frac{C}{N^2}+O(N^{-4}),\qquad C=\frac16\int_0^1\mathrm{Im}\,\mathrm{Tr}[PP'P'']\,ds .\tag{16}
\]

With next error term \(D/N^4\), Richardson extrapolation gives

\[
\frac{4\phi_{2N}-\phi_N}{3}-\phi=\frac13\Big(\frac{4D}{16N^4}-\frac{D}{N^4}\Big)+\dots=-\frac{D}{4N^4}+\dots\tag{17}
\]

**A.** Yes: it measures the skewness of the Wannier functions, through the sum of their third central moments. For a group of several bands this means the most localized Wannier functions, constructed below; another choice within the same group generally has a different sum. Work in one dimension, with lattice constant \(a\), \(G=2\pi/a\) and \(k=sG\). From the frame (9) define \(w_n(x)=\int_0^1e^{isGx}u_n(s,x)\,ds\) on the whole line. For two functions built in this way from cell-periodic \(f(s,x)\) and \(g(s,x)\), split the line into cells \(x+Ra\) and use \(\sum_Re^{2\pi i(s-s')R}=\delta(s-s')\) on the unit interval; the inner product on the line becomes \(\int_0^1\langle f(s)|g(s)\rangle ds\). In particular the \(w_n\) are orthonormal. Since \(Gx\,e^{isGx}=-i\partial_se^{isGx}\), integration by parts gives

\[
Gx\,w_n=-i\big[e^{isGx}u_n\big]_0^1+\int_0^1e^{isGx}\,i\partial_su_n\,ds ,
\]

and the boundary term vanishes because \(\psi\) is periodic in \(s\). So \(Gx\) acts as \(i\partial_s\). The derivative \(\partial_su_n\) obeys the same periodicity rule, so the step may be repeated. The centre is \(G\bar x_n=\int_0^1A_{nn}ds=\theta_n\), and (10) becomes \(\phi=G\sum_n\bar x_n\). The freedom of \(2\pi\) in \(\theta_n\) is the freedom to move \(w_n\) by one cell.

From (9), \((i\partial_s-\theta_n)u_n=i\tilde u_n'\,e^{-i\theta_n(s-s_0)}\). By (8) this has no component in the group at any \(s\). If \(\mathcal P\) projects on all Bloch states of the group, then \(\mathcal P(x-\bar x_n)w_n=0\): the \(w_n\) and their lattice translates are the eigenfunctions of \(\mathcal Px\mathcal P\), with eigenvalues \(\bar x_n+Ra\). They are also the most localized choice. In a general periodic frame \(u=\tilde uU\), \(u'=\tilde u'U+\tilde uU'\), the cross terms vanish by (8), and \(A=iU^\dagger U'\), so the total spread is

\[
G^2\sum_n\big(\langle x^2\rangle_n-\bar x_n^2\big)=\int_0^1\mathrm{Tr}B_{11}\,ds+\Big[\int_0^1\sum_{mn}|A_{mn}|^2ds-\sum_n\Big(\int_0^1A_{nn}ds\Big)^2\Big].
\]

The bracket is non-negative, since the mean of \(A_{nn}^2\) is at least the square of the mean, and it vanishes for the constant diagonal \(A\) of (9).

Applying \(i\partial_s-\theta_n\) three times gives \(i^3\tilde u_n'''e^{-i\theta_n(s-s_0)}\), so the third central moment \(\mu_{3,n}=\langle w_n|(x-\bar x_n)^3|w_n\rangle\) obeys

\[
G^3\mu_{3,n}=\int_0^1(-i)(B_{03})_{nn}\,ds=\int_0^1\mathrm{Im}(B_{03})_{nn}\,ds-i\int_0^1\mathrm{Re}(B_{03})_{nn}\,ds .
\]

By (13), \(\mathrm{Re}(B_{03})_{nn}=-3\,\mathrm{Re}(B_{12})_{nn}=-\tfrac32(B_{11})_{nn}'\), a derivative of a periodic function, so the last integral is zero, and \(\mathrm{Im}(B_{03})_{nn}=-\mathrm{Im}(B_{12})_{nn}\). Summing over \(n\) and comparing with (16),

\[
C=-\frac{G^3}{6}\sum_n\mu_{3,n}.\tag{18}
\]

With \(x_N=\phi_N/G\), the summed centre is misplaced by \(x_N-\sum_n\bar x_n\approx-\tfrac16(G/N)^2\sum_n\mu_{3,n}\). Central moments do not depend on the origin, in agreement with (4), which shifts \(\phi_N\) and \(\phi\) equally. In higher dimension the same steps at fixed \(\mathbf k_\perp\) apply to hybrid Wannier functions, localized along the string direction, with \(Gx\) replaced by \(\mathbf G\cdot\mathbf r\).

**Q.** Is there a limit in which I can see the sign and the factor \(1/6\) without the machinery?

**A.** Take one band formed from an orbital \(w(x)\) confined to its own cell, with no overlap between neighbours. Inside that cell \(\psi=w\) for all \(s\), so \(u(s,x)=e^{-isGx}w(x)\), which obeys \(u(s+1)=Eu(s)\). Every link equals \(\langle w|e^{-itx}|w\rangle\) with \(t=G/N\), the characteristic function of the density \(|w|^2\). Its logarithm is the cumulant series \(\sum_n(-it)^n\kappa_n/n!\), with \(\kappa_1=\bar x\) and \(\kappa_3=\mu_3\). Using \((-i)^3=i\) and \((-i)^5=-i\), the imaginary part is \(-t\kappa_1+t^3\kappa_3/6-t^5\kappa_5/120+\dots\), and multiplying by \(-N\),

\[
\phi_N=G\bar x-\frac{G^3\mu_3}{6N^2}+\frac{G^5\kappa_5}{120N^4}-\dots
\]

This reproduces (18). The even cumulants, the spread among them, enter only the modulus.

**Q.** If \(C\) is a third moment, symmetry can kill it. Then "converges as \(1/N^2\)" is not always true.

**A.** Correct: \(1/N^2\) is the rate when \(C\ne0\), and an upper bound on the error otherwise. Take a one-dimensional crystal symmetric under \(I:x\to-x\), and the mesh \(s_j=j/N\). Then \(H_{-k}=IH_kI\), so \(P(-s)=IP(s)I\), and \(IEI=E^\dagger\). Let \(K=EI\). It satisfies \(K^2=E(IEI)=EE^\dagger=1\), so its inverse \(IE^\dagger\) equals \(K\), and (3) gives \(P(1-s)=EP(-s)E^\dagger=KP(s)K\), that is \(P_{N-j}=KP_jK\). The complex conjugate of the determinant (5) is the determinant of the adjoint matrix, and the inner factors \(K^2\) cancel:

\[
Z_N^*=\det\langle u_0|E^\dagger P_{N-1}\cdots P_1|u_0\rangle=\det\langle u_0|E^\dagger K\,P_1\cdots P_{N-1}K|u_0\rangle=\det\langle u_0|I\,P_1\cdots P_{N-1}E\,I|u_0\rangle ,
\]

with \(u_0=u(s_0)\). Since \(P(0)=IP(0)I\), \(Iu_0=u_0Q\) with \(Q\) unitary, and the factors \(\det Q^\dagger\det Q\) cancel. So \(Z_N^*=Z_N\), and \(\phi_N\) is exactly 0 or \(\pi\) for every \(N\) with \(Z_N\neq0\). Its limit \(\phi\) is then also 0 or \(\pi\), and once the error is below \(\pi\) it is zero. Directly, \(P(-s)=IP(s)I\) makes \(P'\) change sign and \(P''\) keep it, so \(\tau(-s)=-\tau(s)\), and an odd periodic function integrates to zero: \(C=0\) whatever the offset of the mesh.

**Q.** And where does the result fail outright?

**A.** If a band of the group touches a band outside it at some point of the string, a denominator in (7) vanishes and the argument for smoothness is lost. For a group picked by energy order, \(P\) jumps at a crossing, and neither the frame (9) nor the expansion (14) is available. A metal is the plain case, since the number of occupied states changes along the string and the overlap matrices are not even square. Treating one member of a crossing pair, picked by energy order, as a group by itself is another. If instead the two bands carry different labels of a symmetry that commutes with \(H_{\mathbf k(s)}\) all along the string and with \(E\), the problem splits into sectors, \(H'\) does not couple them, and the result holds for the band followed by its label as long as the gaps within its own sector stay open. If the gap is open but small, the theorem holds, yet (7) shows that \(P\) turns quickly near the gap minimum, and the leading term of (16) can lose accuracy once \(1/N\) exceeds the interval of \(s\) over which it turns; in the two-band example below, on the mesh with \(s_0=0\), it is good to 1.6 % at \(N=8\) and to 10.5 % at \(N=4\), spacings about equal to and about twice a rough estimate of that interval. Such figures belong to one mesh and change with the offset \(s_0\). On a coarse mesh a determinant may vanish, and then \(\phi_N\) is undefined. Finally, the overlaps must be those of the true cell-periodic functions; where the computed functions are normalized with an overlap operator, as in ultrasoft or projector-augmented-wave schemes, \(M\) needs the corresponding correction, which is not treated here.

**Q.** What observable does \(\phi\) give, with constants?

**A.** For spinless electrons of charge \(-e\) filling the \(J\) bands of a chain, the electronic dipole per unit length is \(P_{\rm el}=-e\sum_n\bar x_n/a=-e\phi/2\pi\), in coulombs, defined modulo \(e\). It depends on the origin through (4); the ionic dipole shifts oppositely in a neutral cell. In three dimensions the King-Smith–Vanderbilt expression is \(\mathbf P_{\rm el}=-e\int d^3k\,(2\pi)^{-3}\sum_n i\langle u_n|\nabla_{\mathbf k}u_n\rangle\). Since \(\mathbf G\cdot\nabla_{\mathbf k}=\partial_s\) and the zone has volume \((2\pi)^3/\Omega\) for cell volume \(\Omega\), this gives \(\mathbf G\cdot\mathbf P_{\rm el}=-(e/\Omega)\,\bar\phi\), with \(\bar\phi\) the average of \(\phi\) over \(\mathbf k_\perp\), per spin direction. The average needs a branch of \(\phi(\mathbf k_\perp)\) that is continuous and returns to itself across the zone, which is impossible when the Chern number of a reciprocal-space plane containing \(\mathbf G\) is nonzero.

**Q.** I want numbers. Give me a case without inversion symmetry, and a reference value of \(\phi\) that is not just the same product on a finer mesh.

**A.** Take a model chain with round parameters, standing for no material: spinless electrons of free mass \(m_e\), \(a=0.500\) nm, \(G=12.56637\) nm\(^{-1}\), and \(V(x)=-V_1\cos Gx-V_2\sin2Gx\) with \(V_1=1.00\) aJ and \(V_2=0.50\) aJ. With \(u=\sum_mc_me^{imGx}\) the Hamiltonian matrix is \(E_G(s+m)^2\delta_{mm'}+V_{m-m'}\), where \(E_G=\hbar^2G^2/2m_e=0.96395\) aJ, \(V_{\pm1}=-V_1/2\) and \(V_{\pm2}=\pm iV_2/2\). The basis has 29 plane waves, \(H'\) is diagonal with entries \(2E_G(s+m)\), and \(E\) shifts coefficients, \(c_m\to c_{m+1}\). The smallest direct gaps are 0.9664 aJ between bands 1 and 2 and 0.5068 aJ between bands 2 and 3, so the lowest band (\(J=1\)) and the lowest pair (\(J=2\)) are both isolated. The program and its output are printed after this text. The many digits below describe the model and serve to expose small discretization errors.

The reference \(\phi\) is found twice, without any overlap product. The first way is quadrature of (2) in a projected frame. Trial functions \(g\) have coefficients that are a Gaussian in \(s+m\), and for the second function \(s+m\) times that Gaussian; depending only on \(s+m\), they obey \(g(s+1)=Eg(s)\). With \(S=g^\dagger Pg\), the frame \(u=PgS^{-1/2}\) is orthonormal, smooth and periodic wherever \(S\) is invertible, and

\[
u^\dagger u'=S^{-1/2}g^\dagger P(P'g+g')S^{-1/2}+S^{1/2}(S^{-1/2})' .
\]

The trace of the last term, a product of two Hermitian matrices, is real, while \(\mathrm{Tr}\,u^\dagger u'\) is purely imaginary, so \(\mathrm{Tr}A=-\mathrm{Im}\,\mathrm{Tr}[S^{-1}g^\dagger P(P'g+g')]\), with \(P'\) from (7). The second way is to diagonalize \(\mathcal Px\mathcal P\) on a real-space grid in a long supercell and keep \(J\) consecutive eigenvalues near its middle.

For \(J=1\) the quadrature gives \(\phi=0.2471011\) rad. The centre is 0.019664 nm, and \(12.56637\times0.019664=0.24710\). For \(J=2\) the quadrature gives \(\phi=-0.8035043\) rad. The centres are \(-0.116256\) nm and \(0.052315\) nm, their sum is \(-0.063941\) nm, and \(12.56637\times(-0.063941)=-0.80351\). At full precision the two routes agree in all ten printed decimals. The polarizations are \(-0.2471011\,e/2\pi=-0.03933\,e=-6.301\times10^{-21}\) C and \(+0.8035043\,e/2\pi=0.12788\,e=2.049\times10^{-20}\) C, for the origin implied by \(V(x)\).

**Q.** And the coefficient? Three expressions for it had better agree.

**A.** The integral (16), with \(P''\) from finite differences of (7), gives \(C=0.0335802\) rad for \(J=1\) and \(-0.1025184\) rad for \(J=2\). For (18), \(G^3=12.56637^3=1984.40\) nm\(^{-3}\). With \(\mu_3=-1.015325\times10^{-4}\) nm\(^3\), \(C=1984.40\times1.015325\times10^{-4}/6=0.033580\) rad. For the pair, \(\sum\mu_3=(8.750957-5.651230)\times10^{-4}=3.099727\times10^{-4}\) nm\(^3\), and \(C=-1984.40\times3.099727\times10^{-4}/6=-0.102518\) rad; the two skewnesses have opposite signs and partly cancel. The third route is the product itself, with all entries in rad:

| \(N\) | \(\phi_N-\phi\), \(J=1\) | \(N^2(\phi_N-\phi)\) | \(\phi_N-\phi\), \(J=2\) | \(N^2(\phi_N-\phi)\) |
|---|---|---|---|---|
| 4 | \(2.1059\times10^{-3}\) | 0.033694 | \(-5.7316\times10^{-3}\) | −0.091706 |
| 8 | \(5.2514\times10^{-4}\) | 0.033609 | \(-1.5762\times10^{-3}\) | −0.100879 |
| 16 | \(1.3120\times10^{-4}\) | 0.033587 | \(-3.9902\times10^{-4}\) | −0.102148 |
| 32 | \(3.2795\times10^{-5}\) | 0.033582 | \(-1.0002\times10^{-4}\) | −0.102425 |
| 64 | \(8.1984\times10^{-6}\) | 0.033581 | \(-2.5023\times10^{-5}\) | −0.102495 |

The scaled errors approach \(C\) in both cases, and the program tests this on a finer mesh, both for \(s_0=0\) and for an offset mesh. In length, at \(N=8\) and \(J=1\) the predicted error of the centre is \(0.0335802/(64\times12.56637)=4.175\times10^{-5}\) nm and the actual one is \(4.179\times10^{-5}\) nm, larger by 0.08 % of the prediction. For \(J=2\) the prediction is \(-1.275\times10^{-4}\) nm and the actual error \(-1.254\times10^{-4}\) nm, smaller in size by 1.6 % of the prediction.

The local law (14) is tested through (12), with the link phase from the projected frame and the integral of \(\mathrm{Tr}A\) by Gauss quadrature. At \(s=0.3\), \(h=0.005\), the excess is \(4.27329\times10^{-9}\) rad against the same figure from \(h^3\tau/6\) for \(J=1\), and \(-2.58657\times10^{-9}\) rad against \(-2.58641\times10^{-9}\) rad for \(J=2\). Dividing by \(h^3/6=2.0833\times10^{-8}\) gives \(\tau(0.3)=0.205\), close to the mean \(6C=0.201\), for the single band, and \(\tau(0.3)=-0.124\), far from the mean \(6C=-0.615\), for the pair. So in the second case \(|\tau|\) somewhere on the string exceeds its value at \(s=0.3\) by a factor of more than 4.9.

**Q.** The \(J=2\) column is visibly off at \(N=4\). Is the remainder really \(N^{-4}\)?

**A.** Asymptotically it is. The residual \(\phi_N-\phi-C/N^2\) falls by 15.999 for \(J=1\) and by 15.987 for \(J=2\) between \(N=48\) and \(N=96\), against the 16 derived above. The Richardson combination of \(N=16\) and 32 has errors \(-6.98\times10^{-9}\) rad and \(-3.61\times10^{-7}\) rad, compared with \(3.28\times10^{-5}\) rad and \(-1.00\times10^{-4}\) rad for \(N=32\) alone. Through (17) these give the estimates \(D\approx4\times16^4\times6.976\times10^{-9}=1.83\times10^{-3}\) rad and \(D\approx4\times16^4\times3.606\times10^{-7}=0.095\) rad.

For \(J=1\) this \(D\) accounts for the table down to \(N=4\): \(D/16=1.14\times10^{-4}\), and \(0.033694-0.033580=1.14\times10^{-4}\). For \(J=2\) it does not. At \(N=8\), \(D/64=1.5\times10^{-3}\) against the observed \(0.102518-0.100879=1.64\times10^{-3}\), and at \(N=4\), \(D/16=5.9\times10^{-3}\) against \(0.102518-0.091706=1.08\times10^{-2}\), which is 10.5 % of \(|C|\). Terms beyond \(D/N^4\) matter there. They include the Fourier terms \(\tau_{pN}\) dropped on the way to (16) and the like terms of the higher coefficients, which can partly cancel them; all of these lie outside the power series and, unlike its coefficients, depend on the offset \(s_0\). The determinants are not the trouble, since the smallest \(|\det M|\) at \(N=4\) is 0.968 for \(J=1\) and 0.862 for \(J=2\). My conjecture, not tested, is that the mesh fails to resolve the turning of \(P\) at the upper gap. In a nearly-free two-level picture, bands 2 and 3 meet at \(s=0\) with slopes \(\pm2E_G\), the splitting is \(\sqrt{\Delta^2+(4E_Gs)^2}\), and the states turn over an interval \(\Delta/4E_G=0.5068/3.856\approx0.13\), below the spacing 0.25 at \(N=4\). Bands 1 and 2 meet at \(s=1/2\) with slopes \(\pm E_G\), which gives \(0.9664/1.928\approx0.5\), above that spacing. The potential is as large as \(E_G\), so these widths are rough.

**Q.** That leaves the exact statements. Do they hold on a mesh as coarse as you like?

**A.** They hold to rounding error on the meshes tried. With 10 sets of random unitary rotations at \(N=8\), \(\phi_N\) modulo \(2\pi\) changed by at most \(9\times10^{-16}\) rad for both groups, while the link-by-link sum of principal logarithms landed on 3 different \(2\pi\) branches for \(J=1\) and on 4 for \(J=2\). The diagonal-only product for \(J=2\) deviated from \(\phi_8\) by up to 0.123 rad. This is the largest of ten draws, not a bound. At \(J=2\) only the \(O(h^2)\) non-unitary part of \(M\) can separate the diagonal product from the determinant, but, as derived earlier, its effect grows when the two frames are strongly mixed, so an unlucky gauge can do much worse. Even 0.123 rad is about 78 times the discretization error of \(\phi_8\), \(1.58\times10^{-3}\) rad.

Displacing the crystal by \(x_0=0.07\) nm and diagonalizing again changed \(\phi_{16}\) by 0.879646 rad for \(J=1\) and 1.759292 rad for \(J=2\), equal to \(JGx_0\) with \(12.56637\times0.07=0.879646\). Without the closing factor the phases at \(N=16\) were \(-0.0268\) rad and \(0.0266\) rad, far from \(\phi\), and the displacement changed them by \(4\times10^{-16}\) rad.

With \(V_2=0\) the chain has inversion symmetry, and \(|\sin\phi_N|\) stayed below \(2\times10^{-16}\) on the coarse meshes tried, even and odd, for either sign of \(V_1\). This chain also has time-reversal symmetry, so its plane-wave Hamiltonian matrix is real, the overlaps can all be taken real and \(\tau\) vanishes identically; \(\phi_N\) is then 0 or \(\pi\) on any mesh, and the run does not isolate the inversion argument given above. Reversing the sign of \(V_1\) displaces the crystal by \(a/2\), so (4) adds \(J\pi\). The output shows \(|\phi_7|=3.141593\) rad for one band, whose Wannier centre now sits at \(a/2\), and 0 for two bands, where the added \(2\pi\) cannot be seen.

## Table of computed values

```
a = 0.500 nm, G = 12.56637 1/nm, plane waves = 29
V1 = 1.00 aJ, V2 = 0.50 aJ, hbar^2 G^2/2m = 0.96395 aJ
min direct gaps: 1-2 = 0.9664 aJ, 2-3 = 0.5068 aJ
--- J = 1 ---
phi KSV integral = 0.2471011247 rad; G*sum(centres) = 0.2471011247 rad
PxP centres = 0.019664 nm
mu3 = -1.015325e-04 nm^3
C from tau = 0.03358020 rad; from mu3 = 0.03358020 rad
N=  4 phi_N=0.24920698 err=2.1059e-03 N^2 err=0.033694 rad
N=  8 phi_N=0.24762626 err=5.2514e-04 N^2 err=0.033609 rad
N= 16 phi_N=0.24723233 err=1.3120e-04 N^2 err=0.033587 rad
N= 32 phi_N=0.24713392 err=3.2795e-05 N^2 err=0.033582 rad
N= 64 phi_N=0.24710932 err=8.1984e-06 N^2 err=0.033581 rad
smallest |det M| at N=4: 0.9680
residual ratio N=48/96 = 15.999; Richardson(16,32) err = -6.976e-09 rad
link s=0.3, h=0.005: excess = 4.27329e-09, h^3 tau/6 = 4.27329e-09 rad
10 random gauges, N=8: max change mod 2pi = 8.9e-16 rad; 2pi branches seen = 3
shift x0=0.07 nm, N=16: change = 0.87964594, J G x0 = 0.87964594 rad
no closing factor, N=16: phase = -0.026763, change on shift = 4e-16 rad
V2=0: max|sin phi_N| = 1e-16; |phi_7| for V1 -> -V1 = 3.141593 rad
a phi/2pi = 0.019664 nm; N=8 error = 4.1789e-05 nm, predicted 4.1754e-05 nm
P_el = -e phi/2pi = -6.300939e-21 C = -0.039327 e
--- J = 2 ---
phi KSV integral = -0.8035042937 rad; G*sum(centres) = -0.8035042937 rad
PxP centres = -0.116256, 0.052315 nm
mu3 = 8.750957e-04, -5.651230e-04 nm^3
C from tau = -0.10251840 rad; from mu3 = -0.10251840 rad
N=  4 phi_N=-0.80923594 err=-5.7316e-03 N^2 err=-0.091706 rad
N=  8 phi_N=-0.80508053 err=-1.5762e-03 N^2 err=-0.100879 rad
N= 16 phi_N=-0.80390331 err=-3.9902e-04 N^2 err=-0.102148 rad
N= 32 phi_N=-0.80360432 err=-1.0002e-04 N^2 err=-0.102425 rad
N= 64 phi_N=-0.80352932 err=-2.5023e-05 N^2 err=-0.102495 rad
smallest |det M| at N=4: 0.8619
residual ratio N=48/96 = 15.987; Richardson(16,32) err = -3.606e-07 rad
link s=0.3, h=0.005: excess = -2.58657e-09, h^3 tau/6 = -2.58641e-09 rad
10 random gauges, N=8: max change mod 2pi = 8.9e-16 rad; 2pi branches seen = 4
diagonal-only product: max deviation = 0.123 rad
shift x0=0.07 nm, N=16: change = 1.75929189, J G x0 = 1.75929189 rad
no closing factor, N=16: phase = 0.026612, change on shift = 4e-16 rad
V2=0: max|sin phi_N| = 0e+00; |phi_7| for V1 -> -V1 = 0.000000 rad
a phi/2pi = -0.063941 nm; N=8 error = -1.2543e-04 nm, predicted -1.2747e-04 nm
P_el = -e phi/2pi = 2.048890e-20 C = 0.127882 e
```
